# Steady oxygen profile in a sealed metal rod carrying current

**What drift alone gets wrong**

A metal rod 30 mm long contains 200 atomic ppm of dissolved oxygen. A steady current drives the oxygen toward the anode at 0.448 mm/h. Drift alone would sweep the rod in $30/0.448\approx67$ h and leave the cathode end free of oxygen. Both conclusions are wrong. Diffusion pushes back against the pile-up, so the cathode end keeps a finite concentration, and coming within 1 % of that value takes nearly three transit times here. To predict the purity one needs the profile at which drift and diffusion cancel.

Let $x$ run from the anode end, $x=0$, to the cathode end, $x=L$. The electric field $E>0$ then points along $+x$. Let $c(x)$ be the number of oxygen atoms per metal atom. The mean force on an oxygen atom is written

$$F=ZeE,$$

where $e>0$ is the elementary charge and $Z$ the effective charge number. $Z$ is not an ionic charge: it contains the direct force of the field and the momentum transferred by scattered carriers, the "wind". Both are proportional to the current at fixed temperature and composition. Oxygen that moves toward the anode has $Z<0$.

The oxygen is assumed dilute, non-interacting and fully dissolved. The metal screens it, so no space charge builds up. Temperature $T$, field and $Z$ are uniform until stated otherwise.

**Simplest case: one row of sites**

Take sites a distance $a$ apart, with a uniform force and a barrier midway between neighbours. The force does work $Fa/2$ on the way to the barrier top, so the forward and backward jump rates are

$$\Gamma_\pm=\Gamma_0\,e^{\pm Fa/2kT}.$$

If the row is closed at both ends, no net flux can persist in the steady state. For neighbouring sites this requires $\Gamma_+c_i=\Gamma_-c_{i+1}$, so

$$\frac{c_{i+1}}{c_i}=e^{Fa/kT}.$$

Each step multiplies the concentration by the same factor, which is an exponential profile. The attempt rate $\Gamma_0$ has cancelled. For $F=0$ the profile is flat, as it must be.

**Generalization: a force that varies along the jump**

The wind need not be the same at a site and at a barrier top. Let $U(y)$ be the periodic lattice energy and $w(y)$ the total current-induced force, also periodic. For overdamped motion with local diffusion coefficient $D_0$, the probability density $p$ carries the flux

$$J=-D_0\left[\frac{dp}{dy}+\frac{1}{kT}\left(\frac{dU}{dy}-w\right)p\right].$$

Define

$$\Phi(y)=\frac{U(y)}{kT}-\frac{1}{kT}\int_0^y w\,dy',\qquad F=\frac1a\int_0^a w\,dy .$$

The bracket is then $e^{-\Phi}\,d(e^{\Phi}p)/dy$, so

$$J=-D_0e^{-\Phi}\frac{d}{dy}\left(e^{\Phi}p\right).$$

With closed ends $J=0$ and $p\propto e^{-\Phi}$. Since $\Phi(y+a)=\Phi(y)-Fa/kT$, the populations of successive cells again have the ratio $e^{Fa/kT}$. Within this model, the path average of the force is what sets the profile.

The same landscape must also give the drift velocity, because $Z$ is inferred from motion. Consider first a periodic state with $N$ atoms per cell and constant $J$. Integrating over one cell, with $p(a)=p(0)$ and $\Phi(0)=U(0)/kT$, gives

$$p(0)e^{U(0)/kT}\left(1-e^{-Fa/kT}\right)=\frac{J}{D_0}\int_0^a e^{\Phi}dy.$$

The factor in parentheses is $Fa/kT$ to first order in the force. Everything else may therefore be evaluated without force. With

$$I_\pm=\int_0^a e^{\pm U/kT}dy,$$

the zero-force density is $p=Ne^{-U/kT}/I_-$, and so

$$J=\frac{D_0N}{I_+I_-}\frac{Fa}{kT},\qquad v=\frac{Ja}{N}=\frac{D_0a^2}{I_+I_-}\frac{F}{kT}.$$

Now remove the force and let a population gradient drive a constant flux. With $\psi=e^{U/kT}p$, integration over any one period gives $\psi(y+a)-\psi(y)=-JI_+/D_0$. Multiplying by $e^{-U/kT}$ and integrating over a cell gives the population difference

$$N_{m+1}-N_m=-\frac{J}{D_0}I_+I_-.$$

The density per length is $N/a$ and its gradient is $(N_{m+1}-N_m)/a^2$. Fick's law therefore identifies $D=D_0a^2/(I_+I_-)$, and

$$v=\frac{DF}{kT}.$$

This is the Einstein relation to first order in $Fa/kT$. A jump length is a fraction of a nanometre and the decay length below is millimetres, so the expansion parameter is of order $10^{-7}$.

A numerical landscape with a barrier of $4kT$, $Fa=0.1kT$ and a force modulated by 80 % along the path tests both statements. The logarithmic slope between cells is 1.0031 times the mean force in units of $kT$. Separately computed $v$ and $D$ give $vkT/(DF)=1.0025$. The small excesses over one come almost entirely from the numerical evaluation, not from the finite force.

**From sites to the rod**

On scales much longer than $a$, drift and diffusion add. Divided by the metal atom density, the oxygen flux is

$$J=-D\frac{dc}{dx}+\frac{DF}{kT}c,\qquad \frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}.$$

In a steady state $\partial J/\partial x=0$, so $J$ is constant. Sealing makes $J$ vanish at the ends, and hence everywhere. Dividing $J=0$ by $Dc$ gives

$$\frac{d\ln c}{dx}=\frac{F}{kT},\qquad c(x)=c(0)e^{Fx/kT}.$$

For $Z<0$ this is

$$c(x)=c(0)e^{-x/\lambda},\qquad \boxed{\lambda=\frac{kT}{|Z|eE}}.$$

For $Z>0$ the profile is mirrored and the cathode end is enriched. In both cases $D$ cancels, even if it varies along the rod. The form resembles a Boltzmann distribution, but the rod is not in equilibrium: current flows and heat is produced. The zero oxygen flux is what yields the exponential.

Steadiness without sealing is not enough. For uniform $D$, constant nonzero $J$ allows

$$c(x)=-\frac{J\lambda}{D}+Ae^{-x/\lambda}.$$

If the ends are held at equal concentrations, then $A=0$: the profile is flat and oxygen flows through the rod.

**Fixing the prefactor**

The sealed rod conserves its mean concentration $\bar c$. With $u=L/\lambda$,

$$\bar c=\frac{c(0)}{L}\int_0^Le^{-x/\lambda}dx=c(0)\frac{1-e^{-u}}{u},$$

so

$$c(0)=\frac{\bar c\,u}{1-e^{-u}},\qquad c(L)=c(0)e^{-u}.$$

For a short rod, $u\ll1$, expansion gives $c\approx\bar c(1+u/2-x/\lambda)$, a weak linear tilt. For a long rod, $c(0)\approx\bar cu$ and $c(L)\approx\bar cue^{-u}$.

Since $EL$ is the voltage $V$ along the rod, $u=|Z|eV/kT$. At given temperature and $Z$, the end ratio depends on the voltage and not separately on length and field.

**How long it takes**

For uniform $D$ and $Z<0$, conservation reads

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}+\frac D\lambda\frac{\partial c}{\partial x}.$$

Set $c=e^{-x/2\lambda}g(x)e^{-\kappa t}$. The derivatives of $e^{-x/2\lambda}g$ are $e^{-x/2\lambda}$ times $g'-g/2\lambda$ and $g''-g'/\lambda+g/4\lambda^2$. The terms in $g'$ cancel, leaving

$$-\kappa g=D\left(g''-\frac{g}{4\lambda^2}\right).$$

Zero flux means $c'+c/\lambda=0$, or $g'+g/2\lambda=0$, at both ends. Try $g=\cos qx+B\sin qx$. The condition at $x=0$ gives $B=-1/(2\lambda q)$. At $x=L$ the cosine terms cancel and

$$-\left(q+\frac1{4\lambda^2q}\right)\sin qL=0.$$

Hence $q=n\pi/L$ with $n=1,2,\ldots$, and

$$\kappa_n=D\left[\left(\frac{n\pi}{L}\right)^2+\frac1{4\lambda^2}\right].$$

There is also the solution $g=e^{-x/2\lambda}$ with $\kappa=0$, which is the steady profile. The slowest decay time $1/\kappa_1$ tends to $L^2/(\pi^2D)$ for a short rod, which is pure diffusion, and to $4\lambda^2/D$ for a long one. So $D$ sets the waiting time but not the final profile.

**Numbers for a hot yttrium rod**

The setting is purification of yttrium by solid-state electrotransport in ultrahigh vacuum. The inputs are rough values for that regime: 1400 K, 1000 A/cm², resistivity 150 µΩ cm, $Z=-2$, $D=5\times10^{-6}$ cm²/s and radius 1 mm. The extra digits below allow comparison with the simulation; they are not a predicted accuracy for yttrium. The field is

$$E=(150\times10^{-6}\ \Omega\,\mathrm{cm})(1000\ \mathrm{A/cm^2})=0.150\ \mathrm{V/cm}.$$

The force is $0.300$ eV/cm and $kT=0.12064$ eV, so

$$\lambda=\frac{0.12064}{0.300}\ \mathrm{cm}=0.402\ \mathrm{cm}=4.02\ \mathrm{mm}.$$

For $L=30$ mm, $u=7.46$. The anode end reaches $200\times7.46/(1-e^{-7.46})\approx1493$ ppm and the cathode end falls to $0.859$ ppm, a ratio of 1737. The profile crosses the initial 200 ppm at $x=\lambda\ln7.46\approx8.1$ mm. The remaining 22 mm of the rod has been purified, though by very different amounts.

A simulation started from uniform oxygen ends within 0.07 % of the formula at every point. Replacing $D$ by $D[1+0.9\sin(9x/L)]$ leaves the steady profile unchanged within the 0.2 % allowed for grid error.

The slowest decay time is 21.0 h, from both the formula and the simulated rod. The cathode end nevertheless needs 184 h to come within 1 % of its final value. Its excess must fall from about 199 ppm to 0.0086 ppm, a factor of 23,000. If all of that excess were in the slowest mode, the time would be $21.0\ln(23{,}000)\approx211$ h. This crude estimate explains the scale: a small final value demands many decay times.

**Relaxing diluteness and uniform field**

If each site holds at most one oxygen atom, a jump also needs an empty target. Zero net flux between neighbours becomes

$$\Gamma_+c_i(1-c_{i+1})=\Gamma_-c_{i+1}(1-c_i).$$

Thus $c/(1-c)$, rather than $c$, grows by $e^{Fa/kT}$ per step. Differentiating its logarithm gives

$$\frac{d\ln c}{dx}=\frac{F}{kT}(1-c).$$

With one available site per metal atom, the slope at the anode is reduced by 0.15 %.

Oxygen also scatters electrons. With a rough 5 µΩ cm per atomic percent, 0.149 % oxygen adds 0.75 µΩ cm to 150 µΩ cm. At fixed current density the field at the anode rises by 0.50 %, and so does the slope if $Z$ is held fixed. Both corrections are small here. Precipitation of oxide would be a different matter: the profile holds only while the anode end stays below the solubility limit.

**Relaxing uniform temperature**

A temperature gradient drives oxygen too. With heat of transport $Q$, the zero-flux condition becomes

$$\frac{d\ln c}{dx}=\frac{F}{kT}-\frac{Q}{kT^2}\frac{dT}{dx}.$$

The last term is $(Q/k)\,d(1/T)/dx$, so integration gives

$$\ln\frac{c(L)}{c(0)}=\frac Fk\int_0^L\frac{dx}{T}+\frac Qk\left[\frac1{T(L)}-\frac1{T(0)}\right].$$

If the two ends have equal temperature, $Q$ drops out of the end ratio, though not out of the profile between them.

To size the effect, let Joule heat balance surface radiation at 1400 K, which requires an emissivity of 0.344, and cool both ends by 100 K. With a thermal conductivity of 22.8 W/(m K), estimated from the resistivity by the Wiedemann–Franz law, the heat equation gives 12.7 K/mm at the anode. Even the middle lies at 1374 K, because the cooled regions, with a characteristic length of 7.3 mm, reach into it. With the field and $Z$ held uniform, the end ratio rises from 1737 to 2269, or by 31 %. In a real rod the current is uniform rather than the field, and the resistivity is lower where the metal is cooler. At fixed $Z$ this makes the rise smaller; if the resistivity were proportional to $T$, $F/kT$ would be uniform and the rise would vanish. Simulated profiles with $Q=+0.30$ and $-0.30$ eV both reproduce the uniform-field ratio of 2269 within 1 %.

The local decay length at the anode does depend on $Q$: it is 3.40 mm for $+0.30$ eV and 4.14 mm for $-0.30$ eV, against 3.73 mm for $Q=0$ at the same cooled end and 4.02 mm in the isothermal rod. These local changes due to $Q$ cancel in the end ratio. What raises that ratio is the integral of $|F|/kT$, which grows only from 7.46 to 7.73; the ratio is exponential in it and so changes by much more. The radial temperature drop, 1.6 K, is minor.

**Relaxing the seal**

Let residual gas add oxygen at a uniform rate $g$, in atomic fraction per unit time. Measure $s=L-x$ from the cathode end. Where the concentration has become nearly steady, the flux toward the anode must carry away everything that entered between the end and $s$:

$$\frac D\lambda c-D\frac{dc}{ds}=gs.$$

The solution without the exponential sealed profile is

$$c=\frac{g\lambda}{D}(s+\lambda),$$

as substitution confirms. In a long rod the leak therefore leaves a floor $g\lambda^2/D$ at the cathode end. At the cathode end, a simulated rod of length $12\lambda$ agrees with this solution within 1 %.

Gas at pressure $P$ and temperature $T_g$, with molecular mass $m$, strikes a surface at the rate $P/\sqrt{2\pi mkT_g}$ per unit area. Each O₂ molecule brings two atoms, a rod of radius $r$ has surface $2/r$ per unit volume, and the metal has $n_m=3.0\times10^{22}$ atoms per cm³. Hence

$$g=\frac{4P}{r\,n_m\sqrt{2\pi mkT_g}}.$$

For $10^{-11}$ Torr of oxygen gas at 300 K, with every molecule sticking, $g=0.0172$ ppm/h and the floor is 0.155 ppm. The simulated 30 mm rod has gained about 0.16 ppm at the cathode end after 184 h, which is 19 % of the sealed value. Uptake is proportional to pressure, so $10^{-10}$ Torr with all else fixed would add about 1.6 ppm, more than the sealed rod would retain there.

**Beside a real purification run**

Electrotransport refining of rare-earth metals does use hot rods, high current densities and very good vacuum, and runs last days or longer. A rod may also be longer than the 30 mm chosen here. At 100 mm and the same field, $u\approx25$, and the sealed formula would predict less than $10^{-6}$ ppm at the cathode end. Once the original oxygen has left that end, the leak floor of 0.155 ppm would decide the purity there, and the exponential would no longer describe the cleanest part of the rod. For such a rod the sealed formula therefore fails at the cathode end, even in this very good vacuum.

The metal itself also evaporates. A rough vapour pressure of $10^{-6}$ Torr removes 22 µm from the radius in 184 h. At constant total current this raises the current density by 4.5 % and, with temperature and resistivity held fixed, shortens $\lambda$ by about 4 %. Because $\lambda$ enters an exponent, the sealed steady value at the cathode end would fall by about a quarter if the mean concentration stayed the same, and by 22 % if the evaporating metal left all its oxygen behind. Holding the temperature fixed understates the loss if the current is not reduced: in the radiation balance used above $T^4\propto r^{-3}$ at constant current and resistivity, so this thinning alone would heat the rod by about 24 K, and the steeply rising vapour pressure would then remove roughly 30 to 40 µm rather than 22 µm. In the 30 mm example, gas uptake and metal loss therefore affect the cathode purity more than site blocking or oxygen-induced resistivity. End cooling may do so too, depending on how resistivity and $Z$ vary with temperature. The uncertainty in $Z$ can matter even more, since it enters the exponent $u$ directly: a magnitude 10 % larger roughly halves the sealed cathode concentration, and one 10 % smaller nearly doubles it. The remaining inputs are in the program.

## Numbers as computed

```
Landscape: sealed slope / mean force = 1.0031
Landscape: v kT/(D F) = 1.0025
Temperature = 1400 K
Current density = 1000 A/cm2
Resistivity = 150 microohm cm
Effective charge number = -2.0
Diffusion coefficient = 5.0e-06 cm2/s
Rod length = 30.0 mm
Rod radius = 1.00 mm
Mean oxygen = 200 atomic ppm
Metal atom density = 3.0e+22 cm^-3
Electric field = 0.150 V/cm
Voltage along rod = 0.450 V
Thermal energy kT = 0.12064 eV
Force magnitude = 0.300 eV/cm
Decay length, formula = 4.021 mm
Decay length, simulation = 4.021 mm
Largest profile difference = 0.069 %
L/lambda = 7.460
Oxygen at anode end = 1492.9 atomic ppm
Oxygen at cathode end = 0.859 atomic ppm
End ratio, isothermal = 1737
Drift speed = 0.448 mm/h
Slowest decay time, formula = 21.02 h
Slowest decay time, matrix = 21.02 h
Cathode end within 1 % after = 184 h
Site blocking, slope change at anode = -0.149 %
Oxygen resistivity input = 5.0 microohm cm per at.%
Oxygen resistivity, field rise at anode = 0.50 %
Emissivity needed for heat balance = 0.344
Thermal conductivity, Lorenz = 22.8 W/(m K)
Radial temperature drop = 1.64 K
Thermal end length = 7.29 mm
End cooling input = 100 K
Middle temperature with cooled ends = 1373.8 K
Temperature gradient at anode = 12.74 K/mm
Heat of transport input, magnitude = 0.30 eV
Anode decay length, Q positive = 3.401 mm
Anode decay length, Q negative = 4.140 mm
End ratio, cooled ends = 2269
Residual O2 pressure = 1.0e-11 Torr
Residual gas temperature = 300 K
Leak rate = 0.01721 atomic ppm/h
Leak floor, long-rod formula = 0.155 atomic ppm
Leak at cathode when settled = 0.164 atomic ppm
Leak / sealed cathode value = 19.1 %
Metal vapour pressure input = 1.0e-06 Torr
Radius lost while settling = 22.0 micrometre
Current density rise from loss = 4.55 %
```
